# Dopant–Vacancy Pairs and Neutral Trimers in Fluorite Oxides

## 1. One vacancy and two dopants

Take a fluorite crystal with $N$ cation sites, two acceptor dopants and one oxygen vacancy. Each oxygen site has four nearest cation sites. Hold the vacancy fixed and place the two identical dopants:

- no dopant next to the vacancy: $\binom{N-4}{2}$ ways, energy 0;
- one dopant next to it: $4(N-4)$ ways, energy $-E_1$;
- two dopants next to it: $\binom42=6$ ways, energy $-(E_1+E_2)$.

A positive binding energy means attraction. With $\beta=1/kT$, the Boltzmann weights have the ratios

$$\frac{Z_{\rm pair}}{Z_{\rm free}}=\frac{4(N-4)e^{\beta E_1}}{\tfrac12(N-4)(N-5)}=\frac{8e^{\beta E_1}}{N-5},\qquad
\frac{Z_{\rm trimer}}{Z_{\rm pair}}=\frac{6e^{\beta E_2}}{4(N-4)} .$$

The first step starts with two free dopants, a density of $2/N$ per cation site, and the second starts with one, a density of $1/N$. Dividing by these densities and letting $N$ grow gives

$$K_1=4e^{\beta E_1},\qquad K_2=\tfrac32e^{\beta E_2}. \tag{1}$$

Enumeration of all dopant positions in a periodic box of 500 cation sites, with $\beta E_1=2$ and $\beta E_2=1.2$, gives 29.86 and 5.02. Equation (1) gives 29.56 and 4.98. The differences are the finite-box factors $N/(N-5)$ and $N/(N-4)$.

This case already shows what decides between the clusters. A pair becomes a trimer by capturing another free dopant, so the trimer-to-pair ratio depends on $K_2$ and on the supply of free dopants.

## 2. Many defects: the coupled equations

All amounts are now per cation site: $c$ for all dopants, $m$ for free dopants (charge $-1$), $v$ for free vacancies ($+2$), $p$ for pairs ($+1$) and $t$ for neutral trimers, each a vacancy with two adjacent dopants. The assumptions are:

- the defects are dilute and, apart from binding, do not interact;
- dopants and vacancies are both mobile enough to reach equilibrium;
- changes of vibrational entropy on binding are left out;
- the dopants are compensated by $c/2$ vacancies, with no electronic carriers or other charged defects.

Per cation site there is one position for a dopant and there are two for a vacancy. A pair has eight configurations, because each cation has eight oxygen neighbours. A trimer has $2\times6=12$: two oxygen sites, each with six choices of two cations. Distributing $n_i$ dilute defects over $g_iN$ configurations gives $(g_iN)^{n_i}/n_i!$ arrangements. With Stirling's formula, the free energy per cation site is

$$\beta f=\sum_i x_i\left(\ln\frac{x_i}{g_i}-1\right)-\beta E_1p-\beta(E_1+E_2)t, \tag{2}$$

where $x_i=(m,v,p,t)$ and $g_i=(1,2,8,12)$. The derivative of $x(\ln(x/g)-1)$ is $\ln(x/g)$. Forming one pair changes $m$ and $v$ by $-1$ and $p$ by $+1$ in units of the reaction, so at the minimum

$$\ln\frac p8-\beta E_1-\ln m-\ln\frac v2=0 .$$

Turning one pair into a trimer removes a free dopant and a pair, so

$$\ln\frac t{12}-\beta(E_1+E_2)-\ln m-\ln\frac p8+\beta E_1=0 .$$

Exponentiation gives factors $8/2=4$ and $12/8=3/2$, and the coupled laws are

$$p=K_1mv,\qquad t=K_2mp. \tag{3}$$

Dopants and vacancies are conserved:

$$m+p+2t=c,\qquad v+p+t=\frac c2. \tag{4}$$

Twice the second balance minus the first gives

$$m=2v+p, \tag{5}$$

which is electroneutrality. It is not an additional condition: any two of the three relations in (4) and (5) imply the third.

A direct thermal average over all numbers of pairs and trimers, for 2000 dopants and 1000 vacancies at $c=0.01$, tests (3) and (4) together. For $(\beta E_1,\beta E_2)=(3,4),(6,5),(1,6)$ the largest relative deviation in any of the four amounts is $9.4\times10^{-4}$.

## 3. Reduction to one unknown

Insert $p=K_1mv$ into (5):

$$m=v(2+K_1m)\quad\Longrightarrow\quad v=\frac{m}{2+K_1m}. \tag{6}$$

The dopant balance becomes

$$c=m+K_1mv(1+2K_2m)=m+\frac{K_1m^2(1+2K_2m)}{2+K_1m}. \tag{7}$$

Multiplying by $2+K_1m$ and collecting powers gives the cubic

$$2K_1K_2m^3+2K_1m^2+(2-K_1c)m-2c=0. \tag{8}$$

There is one positive root. In (7), $m^2/(2+K_1m)$ has derivative $(4m+K_1m^2)/(2+K_1m)^2>0$, so the right side rises steadily from zero. For the same reason $m$ rises with $c$.

For numerical work, (7) is convenient because it supplies its own bracket. The right side is at least $m$, so $m\le c$. Since $K_1m/(2+K_1m)<1$, it is also less than $2m+2K_2m^2$. The root therefore lies above the positive solution of $2m+2K_2m^2=c$:

$$\frac{c}{1+\sqrt{1+2K_2c}}<m\le c. \tag{9}$$

Solve for $\ln m$ in this interval, then obtain $v$ from (6) and $p,t$ from (3). Computing $v$ as $c/2-p-t$ loses digits when nearly all vacancies are bound, because it subtracts nearly equal numbers. Use that balance as a check instead.

## 4. Which cluster dominates

"Dominates" here means "is present in larger number". From (3),

$$\frac tp=K_2m. \tag{10}$$

If dopants held in clusters are counted instead, the comparison is $2t$ with $p$ and the dividing line moves to $K_2m=1/2$.

The words weak and strong need two parameters, $a=K_1c$ and $b=K_2c$.

**Weak association: $a\ll1$ and $ab\ll1$.** The last term of (7) is then small compared with $c$, so

$$m\simeq c,\quad v\simeq\frac c2,\quad p\simeq\frac{K_1c^2}{2},\quad t\simeq\frac{K_1K_2c^3}{2},\quad \frac tp\simeq b. \tag{11}$$

Free defects form the majority. Among the rare clusters, pairs lead if $b\ll1$, but trimers lead if $b\gg1$. For $a=10^{-6}$ and $b=10^3$, 99.9% of the vacancies are free, yet there are 999 trimers per pair.

**Strong first binding only: $a\gg1$ and $b\ll1$.** Here $K_1m\gg2$, so (6) gives $v\simeq1/K_1$, and (7) becomes $c\simeq2m+2K_2m^2$. The quadratic term is negligible, hence

$$m\simeq p\simeq\frac c2,\qquad v\simeq\frac1{K_1},\qquad t\simeq\frac{K_2c^2}{4}. \tag{12}$$

Charged pairs hold nearly all vacancies. Half the dopants stay free because each pair carries charge $+1$ and needs one free dopant to balance it.

**Strong association into trimers.** Neutral trimers take nearly all the vacancies, $t\simeq c/2$. When $a^2$ and $b$ differ widely, the minority defects follow one of two laws; for $a^2\sim b$, neither is accurate and (7) must be solved.

If $b\gg1$ and $a^2\gg b$, the relation $c\simeq2m+2K_2m^2$ still holds, but its quadratic term now dominates:

$$m\simeq p\simeq\sqrt{\frac{c}{2K_2}},\qquad v\simeq\frac1{K_1},\qquad \frac tp\simeq\sqrt{\frac b2}. \tag{13}$$

This is consistent, because $K_1m=a/\sqrt{2b}$ is large.

If $ab\gg1$ and $a^2\ll b$, then $K_1m\ll2$ and $v\simeq m/2$. Equation (7) reduces to $c\simeq K_1K_2m^3$, so

$$m\simeq\left(\frac{c}{K_1K_2}\right)^{1/3},\qquad v\simeq\frac m2,\qquad p\simeq\frac{K_1m^2}{2}. \tag{14}$$

Again the assumption is consistent, since $K_1m=(a^2/b)^{1/3}$ is small. Pairs are now scarcer than free vacancies, because $p/v=K_1m$.

## 5. The crossover concentration

At $t=p$, (10) gives $m=1/K_2$. The pair law then gives $v=K_2p/K_1$, and (5) becomes

$$\frac1{K_2}=p\left(1+\frac{2K_2}{K_1}\right)\quad\Longrightarrow\quad p=\frac{K_1}{K_2(K_1+2K_2)}.$$

The dopant content is $c=m+p+2t=m+3p$, so

$$c^*=\frac1{K_2}\left(1+\frac{3K_1}{K_1+2K_2}\right),\qquad \frac1{K_2}<c^*<\frac4{K_2}. \tag{15}$$

Because $m$ rises with $c$, trimers outnumber pairs for $c>c^*$ and pairs lead below it. The upper bound is approached for $K_1\gg K_2$, the lower for $K_1\ll K_2$. A direct search for $t=p$ agrees with (15) to a relative $10^{-8}$ for 100 random choices of $K_1$ and $K_2$ between 0.1 and $10^4$. Such a $c^*$ has physical meaning only if it is small enough for the dilute model.

## 6. Cooling at fixed dopant content

Let $E_1>0$, hold $c$ fixed and keep full equilibrium. If $E_2>0$, both $a$ and $b$ grow without limit on cooling and trimers win. If $E_2<0$, $b$ tends to zero and pairs win.

Define the freeze-out energy of free vacancies as $E_f=-d\ln v/d\beta$. In the trimer limit, the choice between (13) and (14) depends on $a^2/b\propto e^{\beta(2E_1-E_2)}$. Therefore

$$E_f\to E_1\quad(E_2<2E_1),\qquad E_f\to\frac{E_1+E_2}{3}\quad(E_2>2E_1). \tag{16}$$

The first result also holds when pairs win, since then $v\simeq1/K_1$ by (12). So a freeze-out energy equal to $E_1$ does not show which cluster dominates. If free vacancies alone carry the current and their hopping energy is constant, $E_f$ adds to that energy in the magnitude of the (negative) slope of $\ln(\sigma T)$ against $\beta$, where $\sigma$ is the conductivity.

## 7. Example: lightly doped ceria

The parameters are rough, illustrative values for ceria with a trivalent rare-earth dopant; real binding energies depend on the dopant, and for large dopants such as La the second-shell position can bind more strongly than the nearest one, which this model does not describe. They are $E_1=0.30$ eV, $E_2=0.20$ eV, lattice parameter 0.54 nm and relative permittivity 30. The dopant content is $c=0.001$, or $2.5\times10^{19}$ cm$^{-3}$.

At 500 K, $K_1=4226$ and $K_2=155.6$, so $a=4.2$ and $b=0.16$. The root of (7) is $m=6.01\times10^{-4}$. Then $K_1m=2.54$, and

$$v=\frac{6.01\times10^{-4}}{4.54}=1.32\times10^{-4},\qquad p=2.54\,v=3.36\times10^{-4},$$

$$t=155.6\,mp=3.1\times10^{-5}.$$

Dividing by $c/2=5\times10^{-4}$ gives vacancy shares of 26% free, 67% in pairs and 6% in trimers. These shares count only nearest-neighbour binding; Section 8 estimates the effect of the second shell. At 1300 K the unscreened second shell alone would raise the pair share from 0.054 to about 0.12. The values at that temperature also assume an oxidizing atmosphere, since at low oxygen pressure reduction of cerium is not negligible against so small a $c$. The equilibrium shares at other temperatures are:

| $T$ (K) | free | pair | trimer | $t/p$ |
|---:|---:|---:|---:|---:|
| 1300 | 0.946 | 0.054 | 0.0005 | 0.009 |
| 700 | 0.669 | 0.320 | 0.011 | 0.034 |
| 400 | 0.070 | 0.760 | 0.170 | 0.22 |
| 300 | 0.0045 | 0.521 | 0.474 | 0.91 |
| 250 | 0.0004 | 0.295 | 0.705 | 2.4 |

The pair share first rises, as free vacancies are captured, and then falls as pairs turn into trimers. The freeze-out energy grows from 0.02 eV at 1300 K to 0.30 eV at 250 K, approaching $E_1$ as (16) requires.

Equal numbers occur at 295 K. Since $K_1\gg K_2$ there, (15) gives nearly $K_2c=4$, or

$$kT^*\simeq\frac{E_2}{\ln[4/(1.5c)]}=\frac{0.20\ \text{eV}}{7.89}=0.0254\ \text{eV}.$$

As long as $K_1\gg K_2$ at the crossover, its temperature is thus nearly proportional to $E_2$. With the other parameters fixed, $E_2=0.15$ eV puts it at 221 K and $E_2=0.25$ eV at 373 K.

At 1300 K, (15) gives $c^*=0.37$, which lies outside the dilute range. To reach $t=p$ at that temperature with $c=0.001$ would take $E_2=0.74$ eV, and 90% of the vacancies would still be free. That is the weak-association case in which trimers are not the minor cluster.

## 8. Where real ceria departs from the model

**Immobile dopants.** Oxygen vacancies move far more easily than cations in ceria. Suppose, roughly, that dopants stop moving at 1300 K while vacancies still equilibrate on cooling. The two dopants of a trimer must be adjacent, because the four cations around an oxygen site are mutual nearest neighbours. Each cation has 12 such neighbours, hence 6 adjacent cation pairs per site. Random placement of the dopants outside trimers, plus the trimers already present, gives about

$$t_{\rm cap}\simeq t+6(m+p)^2=6.2\times10^{-6},$$

evaluated at 1300 K. This is an estimate, without direct forces between dopants. Full equilibrium at 300 K would require $2.4\times10^{-4}$ trimers, 38 times as many. If the frozen dopants are treated as isolated, setting $K_2=0$ gives $5.0\times10^{-4}$ pairs at 300 K, 80 times the cap. Even if trimers with dopants in the second shell are counted, random placement offers only about $39c^2=3.9\times10^{-5}$ suitable dopant pairs. Under these conditions charged pairs dominate on ordinary cooling, and the crossover at 295 K is not reached. The cap depends little on the chosen freezing temperature as long as $t\ll6c^2$ there, because it is then close to $6c^2$.

**Screening.** Charged defects surround themselves with opposite charge, which stabilizes them relative to neutral clusters. Let $l_B=e^2/(4\pi\epsilon_0\epsilon_rkT)$, let $n$ be the cation density, and set $\kappa^2=4\pi l_Bn(m+4v+p)$. In linear Debye–Hückel theory the cloud density outside a closest distance $d$ varies as $e^{-\kappa r}/r$. Since its total charge is $-z$, its potential at the ion, in units of $kT/e$, is

$$-zl_B\frac{\int_d^\infty e^{-\kappa r}dr}{\int_d^\infty re^{-\kappa r}dr}=-\frac{zl_B\kappa}{1+\kappa d}.$$

Building up the ion's charge gradually supplies a factor of one half. The activity coefficient is therefore

$$\ln\gamma_z=-z^2A,\qquad A=\frac{l_B\kappa}{2(1+\kappa d)}. \tag{17}$$

Pair formation changes the sum of squared charges from $1+4$ to 1, and trimer formation from $1+1$ to 0. Hence $K_1$ is multiplied by $e^{-4A}$ and $K_2$ by $e^{-2A}$, with $A$ found self-consistently. Taking $d$ as the second-shell distance between cation and vacancy, the factors at 700 K are 0.385 and 0.620. The free-vacancy amount rises by 24%, and $t/p$ falls from 0.034 to 0.023. At 300 K the estimate halves $t/p$, and it moves the crossover to 262 K. However, the attraction between a dopant and a vacancy at distance $d$ is 3.6 $kT$ at 700 K and 8.3 $kT$ at 300 K. Linear theory assumes a small value, so these numbers are only rough. They also count a vacancy with a dopant in its second shell as free. If the 12 second-shell positions are instead treated as bound states with this unscreened Coulomb energy, including the repulsion between dopants, the free share at 700 K falls from 67% to about 55%, and about 18% of the vacancies sit in second-shell pairs. The crossover between all pairs and all trimers then lies near 305 K without screening. These numbers depend on where the bound states are cut off: adding the third and fourth shells in the same way lowers the free share at 700 K to 51% and then to about 48%, and moves the crossover to 308 K and then 311 K. These shell estimates omit screening, which acts the other way. Applying (17) beyond the bound shells, with $d$ the distance of the first shell left out, gives free shares at 700 K of 72%, 68% and 64% and crossovers at 271, 275 and 277 K for two, three and four shells. The free shares in the table therefore hold only for nearest-neighbour binding, and the 24% rise should not be read as a rise in fully mobile vacancies.

**Larger clusters and crowding.** A third dopant at the same vacancy has four configurations for every six of the trimer, so its amount relative to trimers is $\tfrac23me^{\beta E_3}$, where $E_3$ is the third binding energy. At 300 K this is $2\times10^{-4}$ for $E_3=0$ but 0.4 for $E_3=E_2$. The neglect of such clusters near room temperature thus rests on weak third binding. Site blocking is of order $4c=0.004$ here.

**Practical compositions.** Consider 10 to 20% dopant on the cation sites, far above this example. Then $4c$ is 0.4 to 0.8. Even without any binding, a vacancy has at least one dopant among its four nearest cations with probability $1-(1-c)^4$, which is 34 to 59%. The dilute description by separate pairs and trimers is then no longer sound. The equations give a first estimate for lightly doped material where reduction of cerium is negligible, and their free share improves on dilution: at 700 K, including the second shell without screening lowers it from 67% to 55% at $c=10^{-3}$, but only from 95% to 91% at $c=10^{-4}$. The cluster amounts do not improve. The same change raises the bound share by a factor 1.35 at $c=10^{-3}$ and 1.64 at $c=10^{-4}$, tending to about 1.7, because it alters the pair constant itself. At temperatures where cations do not move, the second mass-action law should be replaced by the frozen distribution of adjacent dopants. The numerical output below gives the values for nearest-neighbour binding and for the linear screening estimate.

## Numbers as computed

```
TESTS
cations next to a vacancy: 4; cations next to a cation: 12
lattice K1 29.855, formula 29.556 (no unit)
lattice K2 5.020, formula 4.980 (no unit)
canonical sum, largest relative deviation: 9.4e-04
LIMITS: a=K1c, b=K2c; shares of vacancies free/pair/trimer; t/p
weak, small b      a=1e-04 b=1e-01 1.00e+00 1.00e-04 1.00e-05 1.00e-01
weak, large b      a=1e-06 b=1e+03 9.99e-01 9.98e-07 9.97e-04 9.99e+02
pairs saturated    a=1e+05 b=1e-04 2.00e-05 1.00e+00 5.00e-05 5.00e-05
trimers, a^2 >> b  a=1e+08 b=1e+06 2.00e-08 1.41e-03 9.99e-01 7.07e+02
trimers, a^2 << b  a=1e+00 b=1e+09 9.99e-04 9.99e-07 9.99e-01 1.00e+06
EXAMPLE INPUT (rough typical values)
c = 0.0010 per cation site = 2.54e+19 cm^-3
E1 = 0.30 eV, E2 = 0.20 eV, lattice parameter 0.54 nm, eps_r = 30
T(K)  K1  K2  free dopants m/c  vacancy shares free pair trimer  t/p  freeze-out energy(eV)
 1300 5.822e+01 8.942e+00 0.9727  0.9460 0.0536 0.0005  0.0087  0.016
 1000 1.300e+02 1.528e+01 0.9439  0.8893 0.1091 0.0016  0.0144  0.032
  700 5.780e+02 4.131e+01 0.8288  0.6687 0.3204 0.0110  0.0342  0.089
  500 4.226e+03 1.556e+02 0.6009  0.2648 0.6724 0.0629  0.0935  0.191
  400 2.409e+04 4.966e+02 0.4501  0.0701 0.7600 0.1699  0.2235  0.261
  300 4.384e+05 3.435e+03 0.2650  0.0045 0.5211 0.4744  0.9104  0.296
  250 4.465e+06 1.614e+04 0.1480  0.0004 0.2950 0.7045  2.3881  0.299
equilibrium crossover t = p at 294.6 K
vacancy shares there: free 0.0036, pair 0.4982, trimer 0.4982
crossover for E2 = 0.15 eV: 221 K; for E2 = 0.25 eV: 373 K
formal crossover c at 1300 K: 0.368 per cation site (outside dilute range)
E2 needed for t = p at 1300 K and c = 0.001: 0.737 eV; free vacancy share 0.903
NEGLECTED EFFECTS
adjacent dopant pairs frozen in at 1300 K: 6.23e-06 per cation site
equilibrium trimers at 300 K: 2.37e-04 per cation site, 38 times that cap
pairs at 300 K with isolated frozen dopants: 4.98e-04 per cation site, 80 times the cap
screening 1300 K: A=0.106, K1 x 0.655, K2 x 0.810, free v x 1.02, t/p 0.0087 -> 0.0071, coupling 2lB/d=1.9
screening 700 K: A=0.239, K1 x 0.385, K2 x 0.620, free v x 1.24, t/p 0.0342 -> 0.0234, coupling 2lB/d=3.6
screening 300 K: A=0.475, K1 x 0.150, K2 x 0.387, free v x 6.27, t/p 0.9104 -> 0.4750, coupling 2lB/d=8.3
crossover with screening estimate: 262 K
third dopant per trimer at 700 K: 5.5e-04 (no binding), 1.5e-02 (binding E2)
third dopant per trimer at 300 K: 1.8e-04 (no binding), 4.0e-01 (binding E2)
site blocking, 4c: 0.0040 (fraction)
```
